# First Integral of Poisson's Equation for Accumulated n-Type Silicon with Fermi–Dirac Statistics, part 1

(Sections cited here and not found follow in the second part.)

## First half: from Poisson's equation to the surface field

Q: You want the electric field at the surface of n-type silicon when a gate has drawn extra electrons there. Poisson's equation is second order and the electron density depends nonlinearly on the potential. Why should I expect anything short of a numerical solution?

A: Because the position $x$ does not appear explicitly in the equation. The charge density at a point depends on the potential at that point and on nothing else, and an equation of that kind can be integrated once in closed form. The result relates the field to the potential, which is what a MOS calculation needs at the surface.

Let the silicon fill $x>0$, with the oxide at $x<0$. The potential $\phi(x)$ is measured from the neutral bulk, so $\phi\to0$ and $\phi'\to0$ as $x\to\infty$. Its surface value is $\phi_s=\phi(0)$. An electron has charge $-q$ with $q>0$, so a positive potential lowers its energy, and the conduction-band edge is

$$E_c(x)=E_c(\infty)-q\phi(x).$$

Accumulation means $\phi_s>0$: the band edge bends down towards the surface and electrons collect there.

Q: A gate voltage is applied. What entitles you to use an equilibrium distribution?

A: The oxide is taken to block current. With no current in the silicon, the Fermi level $E_F$ is constant throughout it, whatever the gate voltage. The temperature $T$ is uniform as well. It is then convenient to define

$$V_t=\frac{kT}{q},\qquad \eta(x)=\frac{E_F-E_c(x)}{kT}=\eta_b+\frac{\phi(x)}{V_t},$$

where $\eta_b$ is the bulk value and $\eta_s=\eta_b+\phi_s/V_t$ the surface value. When $\eta$ is well below zero the electrons are nondegenerate. When it is positive, the Fermi level lies inside the conduction band.

Q: Silicon has six anisotropic valleys. Does one effective density of states really cover them?

A: It does for the density, as long as each valley is parabolic. In one valley the energy above the band edge is

$$E-E_c=\frac{\hbar^2}{2}\left(\frac{k_1^2}{m_l}+\frac{k_2^2}{m_t}+\frac{k_3^2}{m_t}\right),$$

with longitudinal mass $m_l$ and transverse mass $m_t$. Two spins and six valleys give

$$n=12\int\frac{d^3k}{(2\pi)^3}\,\frac{1}{1+e^{(E-E_F)/kT}}.$$

Substitute $k_i=\sqrt{2m_ikT}\,y_i/\hbar$. The energy becomes $E-E_c=kT\,y^2$, which is isotropic in $y$, and the volume element becomes

$$d^3k=\frac{(2kT)^{3/2}(m_lm_t^2)^{1/2}}{\hbar^3}\,4\pi y^2dy.$$

With $t=y^2$ we have $y^2dy=\tfrac12t^{1/2}dt$, and the exponent is $(E-E_F)/kT=t-\eta$. Therefore

$$n=\frac{12}{8\pi^3}\,\frac{(2kT)^{3/2}(m_lm_t^2)^{1/2}}{\hbar^3}\,2\pi\int_0^\infty\frac{t^{1/2}dt}{1+e^{t-\eta}}.$$

Now define the normalised Fermi integral

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{t^j\,dt}{1+e^{t-\eta}}.$$

The integral in $n$ is $\Gamma(3/2)F_{1/2}=(\sqrt\pi/2)F_{1/2}$. Collecting the constants and using $\hbar=h/2\pi$ gives

$$n=N_cF_{1/2}(\eta),\qquad N_c=12\left(\frac{2\pi\bar m kT}{h^2}\right)^{3/2},\qquad \bar m=(m_lm_t^2)^{1/3}.$$

The normalisation by $\Gamma(j+1)$ matters. Fermi integrals are also defined without it, and the factors in the final result would then be different.

Q: You have applied a bulk formula at every point of a layer that may be only a nanometre or two thick.

A: Yes, and that is an assumption. The density at $x$ is the density of a uniform electron gas whose band edge sits at $E_c(x)$. This local treatment ignores the wave nature of the electrons, which requires the density to fall towards zero at a high oxide barrier. The formula derived here belongs to the local model. The size of the error has to be found from a calculation that does without the assumption.

Q: What charges enter Poisson's equation?

A: Electrons and ionised donors. I take the density of ionised donors, $N_D$, to be uniform and fixed, and I neglect holes. The bulk is neutral, so

$$N_D=N_cF_{1/2}(\eta_b).$$

This equation determines $\eta_b$. The charge density is $\rho=q(N_D-n)$. Since $\phi''=-\rho/\varepsilon$, with $\varepsilon$ the permittivity of silicon,

$$\phi''=\frac{q}{\varepsilon}\left[n(\phi)-N_D\right],\qquad n(\phi)=N_cF_{1/2}\!\left(\eta_b+\frac{\phi}{V_t}\right).$$

In accumulation $n>N_D$, so $\phi''>0$ and the potential is a convex function of $x$.

Q: Then do the integration. I want to see where the unknown profile drops out.

A: Multiply both sides by $2\phi'$. On the left,

$$2\phi'\phi''=\frac{d}{dx}(\phi')^2.$$

On the right, define a function of potential alone,

$$W(\phi)=\int_0^\phi\left[n(\varphi)-N_D\right]d\varphi.$$

The chain rule gives $dW/dx=[n(\phi)-N_D]\phi'$, so the right side is $(2q/\varepsilon)\,dW/dx$. Both sides are total derivatives. Integrate from $x$ to infinity. Both $(\phi')^2$ and $W$ vanish in the bulk, and the common minus sign from the lower limit cancels:

$$(\phi')^2=\frac{2q}{\varepsilon}W(\phi).$$

The profile $\phi(x)$ was never needed. Uniform doping was: if $N_D$ depended on $x$, the right side would not be the derivative of a function of $\phi$ alone.

With the field $E=-\phi'$, change the integration variable to $\zeta=\eta_b+\varphi/V_t$. Then $d\varphi=V_td\zeta$, and $qV_t=kT$. At the surface,

$$E_s^2=\frac{2kTN_c}{\varepsilon}\left[\int_{\eta_b}^{\eta_s}F_{1/2}(\zeta)\,d\zeta-(\eta_s-\eta_b)F_{1/2}(\eta_b)\right].$$

The second term is the donor charge, written with the help of bulk neutrality.

Q: You still have an integral of an integral.

A: It can be removed, because differentiation lowers the order of a normalised Fermi integral by one. Write $f=1/(1+e^{t-\eta})$. It depends on $t-\eta$, so $\partial f/\partial\eta=-\partial f/\partial t$. Differentiating under the integral and integrating by parts,

$$F_j'(\eta)=-\frac{1}{\Gamma(j+1)}\int_0^\infty t^j\frac{\partial f}{\partial t}dt
=\frac{1}{\Gamma(j+1)}\left\{-\left[t^jf\right]_0^\infty+j\int_0^\infty t^{j-1}f\,dt\right\}.$$

For $j>0$ the boundary term is zero: $t^j$ vanishes at the lower limit, and $f$ decays exponentially at the upper one. The remaining integral converges because $t^{j-1}$ is integrable at the origin. Since $\Gamma(j+1)=j\Gamma(j)$,

$$F_j'(\eta)=F_{j-1}(\eta)\qquad(j>0).$$

With $j=3/2$, the function $F_{3/2}$ is an antiderivative of $F_{1/2}$. Hence

$$E_s^2=\frac{2kTN_c}{\varepsilon}\,B(\eta_s,\eta_b),$$

$$B=F_{3/2}(\eta_s)-F_{3/2}(\eta_b)-(\eta_s-\eta_b)F_{1/2}(\eta_b).$$

This is the first integral. The factor $kTN_c$ is an energy per volume. Divided by a permittivity it gives a squared field, while $B$ is dimensionless.

Q: The order 3/2 came out of a calculus rule. Does it mean anything physically?

A: It is the order that belongs to the pressure of the electron gas. At fixed temperature, thermodynamics gives $dP=n\,d\mu$, where the chemical potential measured from the band edge is $\mu=kT\eta$. Integrating from the empty limit $\eta\to-\infty$, where the pressure vanishes,

$$P=kTN_c\int_{-\infty}^{\eta}F_{1/2}(\zeta)d\zeta=kTN_cF_{3/2}(\eta).$$

Multiplying the first integral by $\varepsilon/2$ then gives

$$\tfrac12\varepsilon E_s^2=P_s-P_b-qN_D\phi_s.$$

The electric stress at the surface balances the excess pressure of the electrons, less a term from the force on the fixed donors. Compared with Boltzmann statistics, Fermi–Dirac statistics raise the pressure at a given density but lower it at a given $\eta$. To see this, let $f$ be the occupation. Since $\partial f/\partial\eta=f(1-f)<f$, we have $F_{1/2}=F_{3/2}'<F_{3/2}$, so $P>nkT$. Since $f<e^{\eta-t}$, we have $F_{3/2}<e^\eta$, so $P<kTN_ce^\eta$.

Q: A square must not be negative. The bracket has two minus signs in it. How do I know it behaves?

A: Write it as a single integral with a positive integrand. Integration by parts, with $F_{1/2}'=F_{-1/2}$, gives

$$\int_{\eta_b}^{\eta_s}(\eta_s-\zeta)F_{-1/2}(\zeta)d\zeta
=\left[(\eta_s-\zeta)F_{1/2}(\zeta)\right]_{\eta_b}^{\eta_s}+\int_{\eta_b}^{\eta_s}F_{1/2}(\zeta)d\zeta.$$

The boundary term is zero at the upper limit and $-(\eta_s-\eta_b)F_{1/2}(\eta_b)$ at the lower one. The right side is therefore $B$. For $\eta_s>\eta_b$ both factors on the left are positive, so $B>0$. Geometrically, $B$ is the height of the convex function $F_{3/2}$ above its tangent drawn at $\eta_b$.

Q: Taking the root leaves a sign. Which one, and could it change somewhere inside the silicon?

A: The same argument applies at any depth, with $\eta(x)$ in place of $\eta_s$. Thus $(\phi')^2>0$ wherever $\phi>0$, and $\phi'$ cannot pass through zero there. Since $\phi$ has to fall from $\phi_s>0$ to zero, $\phi'$ is negative and $E=-\phi'$ is positive. The field points from the oxide into the silicon, and

$$E_s=+\left(\frac{2kTN_c}{\varepsilon}B\right)^{1/2}.$$

The charge per area follows from Gauss's law, $\rho=\varepsilon\,dE/dx$:

$$Q_s=\int_0^\infty\rho\,dx=\varepsilon[E(\infty)-E(0)]=-\varepsilon E_s.$$

It is negative, as an excess of electrons must be.

Q: For small bending the bracket is a difference of nearly equal terms. Does the field come out linear in the potential, as linear screening requires?

A: It does. Let $u=\eta_s-\eta_b=\phi_s/V_t$. For small $u$, $F_{-1/2}(\zeta)$ in the integral form can be replaced by its bulk value:

$$B\approx F_{-1/2}(\eta_b)\int_0^u(u-v)dv=\tfrac12F_{-1/2}(\eta_b)u^2.$$

Insert this and use $kT=qV_t$:

$$E_s^2\approx\frac{qV_tN_cF_{-1/2}(\eta_b)}{\varepsilon}\frac{\phi_s^2}{V_t^2}=\frac{\phi_s^2}{L^2},\qquad
L=\left[\frac{\varepsilon V_t}{qN_cF_{-1/2}(\eta_b)}\right]^{1/2}.$$

Near the bulk $\phi'\approx-\phi/L$, so the potential decays as $e^{-x/L}$. In a nondegenerate bulk $F_{-1/2}$ and $F_{1/2}$ become equal, $N_cF_{-1/2}(\eta_b)$ becomes $N_D$, and $L$ is the Debye length.

Q: I measure capacitance, not field. Does the first integral help there?

A: Differentiate $E_s^2=(2q/\varepsilon)W(\phi_s)$ with respect to $\phi_s$. This gives $2E_s\,dE_s/d\phi_s=(2q/\varepsilon)(n_s-N_D)$, where $n_s$ is the surface electron density. The silicon capacitance per area is then

$$C_s=-\frac{dQ_s}{d\phi_s}=\varepsilon\frac{dE_s}{d\phi_s}=\frac{q(n_s-N_D)}{E_s}.$$

At small bending $E_s=\phi_s/L$, so $C_s=\varepsilon/L$. The apparent zero over zero at flat band is harmless. This is the static capacitance of the local model; charge held in interface traps would add to it.

Q: Can you say how thick the accumulated layer is without solving for the profile?

A: Its mean depth follows from another integration by parts. Define the centroid of the excess electrons,

$$\bar x=\frac{\int_0^\infty x(n-N_D)dx}{\int_0^\infty(n-N_D)dx}.$$

The denominator is $\varepsilon E_s/q$ by Gauss's law. For the numerator, use Poisson's equation:

$$\frac q\varepsilon\int_0^\infty x(n-N_D)dx=\int_0^\infty x\phi''dx=\left[x\phi'\right]_0^\infty-\int_0^\infty\phi'dx=\phi_s.$$

The boundary term vanishes because $\phi'$ decays exponentially. Dividing,

$$\phi_s=E_s\bar x.$$

This relation uses electrostatics alone and makes no use of the local density formula. It remains true when the density is computed from wave functions. At a given surface field, anything that moves the charge deeper raises the surface potential in the same proportion.

## Second half: the Boltzmann limit, a worked case and its limits

The silicon fills $x>0$, with potential $\phi$ zero in the bulk and $\phi_s>0$ at the surface. The reduced Fermi level is $\eta=(E_F-E_c)/kT$, with values $\eta_b$ in the bulk and $\eta_s=\eta_b+u$ at the surface, where $u=\phi_s/V_t$ and $V_t=kT/q$. The ionised donor density is $N_D=N_cF_{1/2}(\eta_b)$. The normalised Fermi integrals obey $F_j'=F_{j-1}$ for $j>0$, and the surface field satisfies

$$E_s^2=\frac{2kTN_c}{\varepsilon}B,\qquad B=F_{3/2}(\eta_s)-F_{3/2}(\eta_b)-uF_{1/2}(\eta_b).$$

The sheet charge is $-\varepsilon E_s$, and $\phi_s=E_s\bar x$, with $\bar x$ the centroid of the excess electrons.

Within the local model, one integration of Poisson's equation has given the surface field in terms of the surface potential, and with it the sheet charge, the capacitance and the centroid relation. What remains is to find the Boltzmann limit, work through a MOS example and test the assumptions, including the local treatment of the electrons.
